# Interband optical conductivity and absorbance of graphene

Light falls at normal incidence on a flat, free-standing sheet of graphene. We want the conductivity due to transitions between the two bands, and the fraction of the light that the sheet absorbs.

The model is as follows. Electrons do not interact with each other, and there is no disorder. Near each of the two corners of the Brillouin zone (the valleys) the Hamiltonian is linear in the wave vector $\mathbf k$ measured from that corner. In the first valley

$$H=\hbar v(\sigma_xk_x+\sigma_yk_y),$$

where $v$ is the band velocity and the Pauli matrices act on the amplitudes on the two sublattices. In the second valley $k_x$ is replaced by $-k_x$. With two spins the degeneracy is $g=4$. Energies are measured from the Dirac point, where the bands touch. The electron charge is $-e$, with $e>0$. The light wavelength is far larger than the electronic lengths, so the field is taken as uniform in the plane.

**(a) Find the bands, their eigenstates, and the matrix element of the velocity along $x$ between the two bands.**

*Solution.* Write $k_x=k\cos\theta$ and $k_y=k\sin\theta$. Then

$$H=\hbar vk\begin{pmatrix}0&e^{-i\theta}\\e^{i\theta}&0\end{pmatrix}.$$

Try the spinor $u_s=(1,\;s\,e^{i\theta})/\sqrt2$ with $s=\pm1$. The matrix turns it into $(s,\;e^{i\theta})/\sqrt2=s\,u_s$, because $s^2=1$. The energies are therefore $E_s=s\hbar vk$. The conduction band $c$ has $s=+1$ and the valence band $v$ has $s=-1$.

The velocity operator is $\hat v_x=\hbar^{-1}\partial H/\partial k_x=v\sigma_x$. Since $\sigma_x$ exchanges the two components,

$$\langle c|\sigma_x|v\rangle=\tfrac12\begin{pmatrix}1&e^{-i\theta}\end{pmatrix}\begin{pmatrix}-e^{i\theta}\\1\end{pmatrix}=\tfrac12\left(e^{-i\theta}-e^{i\theta}\right)=-i\sin\theta .$$

Hence

$$|\langle c|\hat v_x|v\rangle|^2=v^2\sin^2\theta,\qquad \text{with angular mean } \frac{v^2}{2}.$$

Electrons moving along the field ($\theta=0$) have no interband matrix element; those moving across it have the largest.

In the second valley, $-\cos\theta=\cos(\pi-\theta)$ and $\sin\theta=\sin(\pi-\theta)$, so the eigenstates are those above with $\theta\to\pi-\theta$. The velocity operator is $-v\sigma_x$. Neither change affects the squared element, and both valleys contribute equally.

**(b) The field in the sheet is $\mathbf E=E_0\cos(\omega t)\,\hat{\mathbf x}$. Find the rate at which it lifts an electron from the valence to the conduction band at given $\mathbf k$.**

*Solution.* Describe the field by a vector potential, with $\mathbf E=-\partial\mathbf A/\partial t$. This gives $A_x=-(E_0/\omega)\sin\omega t$. For charge $-e$ the coupling replaces $\hbar\mathbf k$ by $\hbar\mathbf k+e\mathbf A$. Because $H$ is linear in $\mathbf k$, the added term has no part quadratic in $A$:

$$H'=ev\sigma_xA_x=-\frac{evE_0}{\omega}\sigma_x\,\frac{e^{i\omega t}-e^{-i\omega t}}{2i}
=\frac{evE_0}{2i\omega}\sigma_x\,e^{-i\omega t}+\text{h.c.}$$

The term in $e^{-i\omega t}$ raises the electron's energy by $\hbar\omega$. Its matrix element $W$ satisfies

$$|W|^2=\frac{e^2E_0^2}{4\omega^2}\,v^2\sin^2\theta .$$

Let $x=(E_c-E_v)/\hbar-\omega$ be the detuning. To first order in the field, after a time $\tau$, the transition probability is

$$\left|\frac{W}{i\hbar}\int_0^\tau e^{ixt}dt\right|^2=\frac{|W|^2}{\hbar^2}\,\frac{\sin^2(x\tau/2)}{(x/2)^2}.$$

As a function of $x$ the last factor is a peak of width about $1/\tau$. Its area, with $u=x\tau/2$, is $2\tau\int_{-\infty}^{\infty}(\sin^2u/u^2)\,du=2\pi\tau$. When $\tau$ is long enough that the rest of the sum over $\mathbf k$ is smooth across the peak, the factor acts as $2\pi\tau\,\delta(x)$. The off-resonant term can then be dropped. Dividing by $\tau$ and using $\delta(x)=\hbar\,\delta(\hbar x)$, we obtain the golden-rule rate

$$\Gamma_{\mathbf k}=\frac{2\pi}{\hbar}|W|^2\,\delta(2\hbar vk-\hbar\omega).$$

The field must also be weak enough that the transition probability stays small during $\tau$.

A uniform field conserves $\mathbf k$. Each band has one state at given $\mathbf k$, spin and valley, so there is no other state within the same band to go to. In this clean model, absorption at nonzero frequency comes from the interband transitions alone.

**(c) Sum over all electrons and find the real part of the conductivity for general band occupations.**

*Solution.* Let $f_v$ and $f_c$ be the occupations of the lower and upper state. The field drives upward and downward transitions at the same rate $\Gamma_{\mathbf k}$, so the net upward rate carries the factor

$$f_v(1-f_c)-f_c(1-f_v)=f_v-f_c .$$

In equilibrium the occupations depend on energy only. The delta function fixes the energies at $\mp\hbar\omega/2$, so this factor comes out of the sum as

$$F(\omega)=f(-\hbar\omega/2)-f(\hbar\omega/2),$$

where $f$ is the Fermi function.

Next comes the joint density of states, the number of vertical transitions per area and per energy. The resonance lies at $k_0=\omega/(2v)$, and the delta function contributes $1/(2\hbar v)$:

$$D(\omega)=g\int\!\frac{d^2k}{(2\pi)^2}\,\delta(2\hbar vk-\hbar\omega)=\frac{g}{2\pi}\,\frac{k_0}{2\hbar v}=\frac{g\,\omega}{8\pi\hbar v^2}=\frac{\omega}{2\pi\hbar v^2}.$$

Each net transition absorbs $\hbar\omega$. Replacing $\sin^2\theta$ by its mean $\tfrac12$, the absorbed power per area is

$$P=\hbar\omega\cdot\frac{2\pi}{\hbar}\cdot\frac{e^2E_0^2}{4\omega^2}\cdot\frac{v^2}{2}\,D\,F
=\frac{E_0^2}{2}\left[\frac{\pi e^2}{\omega}\,\frac{v^2}{2}\,D\,F\right].$$

The in-phase current $\mathrm{Re}\,\sigma\,E_0\cos\omega t$ dissipates $\tfrac12\mathrm{Re}\,\sigma\,E_0^2$ on average, so the bracket is $\mathrm{Re}\,\sigma$. Inserting $D$,

$$\mathrm{Re}\,\sigma(\omega)=\frac{\pi e^2}{\omega}\cdot\frac{v^2}{2}\cdot\frac{\omega}{2\pi\hbar v^2}\,F(\omega)=\frac{e^2}{4\hbar}\,F(\omega).$$

For a neutral sheet at zero temperature the lower band is full and the upper one empty. Then $F=1$, and the conductivity is $\sigma_0=e^2/(4\hbar)$ at every frequency within the model.

**(d) Why has the velocity disappeared? Does it still disappear if the cone is anisotropic, with velocities $v_x$ and $v_y$?**

*Solution.* A larger velocity strengthens each transition, through the factor $v^2$ in the squared matrix element. It also spreads the states over a wider range of energy, and the joint density falls as $1/v^2$. The product is unchanged. The frequency cancels in a similar way: the squared coupling falls as $1/\omega^2$, each transition absorbs $\hbar\omega$, and the remaining factor $1/\omega$ meets a joint density proportional to $\omega$.

For the anisotropic cone, $H=\hbar(v_xk_x\sigma_x+v_yk_y\sigma_y)$. Set $v_xk_x=q\cos\varphi$ and $v_yk_y=q\sin\varphi$. The energies become $\pm\hbar q$, the eigenstates are those of part (a) with $\theta\to\varphi$, and $d^2k=q\,dq\,d\varphi/(v_xv_y)$. The velocity operator along $x$ is $v_x\sigma_x$, so the mean squared element is $v_x^2/2$. The joint density is

$$D=\frac{g}{2\pi v_xv_y}\int q\,dq\,\delta(2\hbar q-\hbar\omega)=\frac{g}{2\pi v_xv_y}\,\frac{\omega/2}{2\hbar}=\frac{\omega}{2\pi\hbar v_xv_y}.$$

For a filled lower and an empty upper band this gives

$$\sigma_{xx}=\frac{\pi e^2}{\omega}\,\frac{v_x^2}{2}\,\frac{\omega}{2\pi\hbar v_xv_y}=\frac{e^2}{4\hbar}\,\frac{v_x}{v_y}.$$

The overall scale of the velocities cancels, but their ratio remains. The same steps for a field along $y$ give $\sigma_{yy}=(e^2/4\hbar)\,v_y/v_x$. For a cone of this form, the conductivity therefore equals $e^2/(4\hbar)$ for every direction of the field only if $v_x=v_y$.

These results can be checked without the golden rule, by solving the time-dependent Schrödinger equation for Dirac electrons in a weak pulse and dividing the absorbed energy by $\int E^2dt$. In units of $e^2/\hbar$, the numerical check gives 0.2499 for one velocity and 0.2498 for twice that velocity, against $1/4$. For $v_x/v_y=1.5$ it gives 0.3748, against 0.375.

The linear bands themselves are a low-energy approximation. A sum over the whole honeycomb lattice with nearest-neighbour hopping energy $t$ gives a conductivity above $\sigma_0$ by 0.45% at $\hbar\omega=0.2\,t$, by 2.9% at $0.5\,t$ and by 13% at $t$. "Frequency-independent" therefore means $\hbar\omega\ll t$.

**(e) The sheet is now doped, with Fermi energy $E_F$ of either sign. What happens at zero temperature, and how does temperature change it?**

*Solution.* Take $E_F>0$ first. The lower state, at $-\hbar\omega/2$, is full. The upper state, at $+\hbar\omega/2$, is also full if $\hbar\omega/2<E_F$, and then $F=1-1=0$. For $E_F<0$ the upper state is empty. The lower state is empty as well if $-\hbar\omega/2>E_F$, which means $\hbar\omega<2|E_F|$, and $F=0-0=0$. In both cases

$$\mathrm{Re}\,\sigma(\omega)=\begin{cases}0,&\hbar\omega<2|E_F|,\\[2pt] e^2/(4\hbar),&\hbar\omega>2|E_F|.\end{cases}$$

This is Pauli blocking. The threshold is twice the Fermi energy because the transition is vertical: it starts as far below the Dirac point as it ends above it. With disorder $\mathbf k$ is no longer conserved, and the argument for zero absorption below threshold does not apply.

At temperature $T$ the step is smoothed. Take a chemical potential of 0.3 eV at 300 K, where $k_BT=0.02585$ eV. The threshold is $2\times0.3=0.6$ eV, and $F$ is 0.0205 at $\hbar\omega=0.4$ eV, 0.5000 at 0.6 eV and 0.9795 at 0.8 eV. The middle value arises because the upper state then lies at the chemical potential and is half full, while the lower one is almost completely full.

Temperature also matters in a neutral sheet. With zero chemical potential, $f(-E)=1-f(E)$. Setting $y=\hbar\omega/(2k_BT)$,

$$F=1-\frac{2}{e^{y}+1}=\frac{e^y-1}{e^y+1}=\tanh\frac{\hbar\omega}{4k_BT}.$$

The constant value $\sigma_0$ thus needs $\hbar\omega\gg4k_BT$. At fixed $T$ the interband conductivity vanishes as $\omega\to0$.

**(f) What fraction of the incident light does the sheet absorb?**

*Solution.* Let the wave travel along $+z$ and the sheet lie at $z=0$. Take complex amplitudes with time factor $e^{-i\omega t}$: incident field 1, reflected field $r$, transmitted field $t$ (from here on an amplitude, not the hopping energy), all along $x$. The tangential electric field is continuous, so

$$1+r=t .$$

A wave moving along $+z$ has $H_y=\epsilon_0cE_x$, and one moving along $-z$ has the opposite sign. The sheet carries the surface current $\sigma t$, driven by the field in the sheet. The condition $\hat{\mathbf z}\times(\mathbf H_{\rm above}-\mathbf H_{\rm below})=\mathbf K$, with $\hat{\mathbf z}\times\hat{\mathbf y}=-\hat{\mathbf x}$, reads

$$\epsilon_0c\,(1-r)-\epsilon_0c\,t=\sigma t .$$

Define $s=\sigma/(\epsilon_0c)$ and insert $r=t-1$. Then $2-2t=st$, and

$$t=\frac{1}{1+s/2},\qquad r=t-1=-\frac{s/2}{1+s/2}.$$

The absorbed fraction is what is neither transmitted nor reflected. Since $|1+s/2|^2=1+\mathrm{Re}\,s+|s/2|^2$,

$$A=1-|t|^2-|r|^2=\frac{|1+s/2|^2-1-|s/2|^2}{|1+s/2|^2}=\frac{\mathrm{Re}\,s}{|1+s/2|^2}.$$

For $\sigma=\sigma_0$, using the fine-structure constant $\alpha=e^2/(4\pi\epsilon_0\hbar c)$,

$$s=\frac{e^2}{4\hbar\epsilon_0c}=\pi\,\frac{e^2}{4\pi\epsilon_0\hbar c}=\pi\alpha .$$

To leading order in $\alpha$ the absorbance is therefore $\pi\alpha$. No property of the material is left in it: $v$ has cancelled, and the degeneracy $g=4$ is contained in the numerical factor.

The denominator also needs the imaginary part of $\sigma$. The Kramers–Kronig relation makes it proportional to the principal value of $\int_0^\infty\mathrm{Re}\,\sigma(\omega')\,d\omega'/(\omega'^2-\omega^2)$. For constant $\mathrm{Re}\,\sigma$ the antiderivative is $(2\omega)^{-1}\ln|(\omega'-\omega)/(\omega'+\omega)|$. It vanishes at both ends, and its values on the two sides of $\omega'=\omega$ cancel in the limit. A free-carrier peak at $\omega'=0$ would have a weight of conductivity times frequency, but the neutral model at zero temperature has no frequency scale to supply one. So $\sigma=\sigma_0$ is real there, and

$$A=\frac{\pi\alpha}{(1+\pi\alpha/2)^2}.$$

In a doped sheet at zero temperature the integral starts at $2|E_F|/\hbar$. The logarithm then survives and diverges at the threshold. The interband part is $\mathrm{Im}\,s=\alpha\ln\left|(\hbar\omega-2|E_F|)/(\hbar\omega+2|E_F|)\right|$. Because of the small prefactor $\alpha$, it matters only in an extremely narrow interval. Lowering $A$ by 1% through the denominator requires $|\mathrm{Im}\,s|\approx0.2$, which means a relative distance from the threshold of order $10^{-12}$ or less. Only in that interval does the divergence spoil the leading-order formula $A=\mathrm{Re}\,s$. The free carriers add $4\alpha|E_F|/(\hbar\omega)$ to $\mathrm{Im}\,s$, which is less than $2\alpha$ everywhere above the threshold. Away from that interval, the absorbance above the threshold is therefore $\pi\alpha$ to leading order. Below it, $\mathrm{Re}\,s=0$ and the absorbance is zero.

**(g) Evaluate the results for photons of 0.8 eV and two chosen velocities, $1.0\times10^6$ and $0.5\times10^6$ m/s, in a neutral sheet at zero temperature.**

*Solution.* The angular frequency is $\omega=1.2154\times10^{15}$ rad/s. For the larger velocity,

$$k_0=\frac{1.2154\times10^{15}}{2\times1.0\times10^{6}}\ \text{m}^{-1}=0.608\ \text{nm}^{-1}.$$

The smaller velocity gives $1.215\ \text{nm}^{-1}$. The mean squared velocity elements $v^2/2$ are $5.00\times10^{11}$ and $1.25\times10^{11}\ \text{m}^2/\text{s}^2$. The joint densities $D$ are 0.2939 and 1.1755 $\text{eV}^{-1}\,\text{nm}^{-2}$. Only the product of the last two quantities enters the conductivity. In these mixed units it is

$$5.00\times10^{11}\times0.2939=1.47\times10^{11},\qquad 1.25\times10^{11}\times1.1755=1.47\times10^{11}.$$

Halving the velocity makes each transition four times weaker and the transitions four times denser. To convert to SI units, use $1\ \text{eV}^{-1}\text{nm}^{-2}=10^{18}/(1.602\times10^{-19})\ \text{J}^{-1}\text{m}^{-2}=6.24\times10^{36}\ \text{J}^{-1}\text{m}^{-2}$. Multiplying by this factor and by $\pi e^2/\omega$ gives $6.09\times10^{-5}$ S in both cases, in agreement with $\sigma_0=e^2/(4\hbar)=6.085\times10^{-5}$ S.

For the optics, $\pi\alpha=\pi\times0.0072974=0.022925$. The common denominator is $(1+0.011463)^2=1.02306$, so

$$A=\frac{0.022925}{1.02306}=2.24\%,\qquad |t|^2=\frac{1}{1.02306}=97.75\%,\qquad |r|^2=\frac{(0.011463)^2}{1.02306}=0.013\%.$$

The leading-order absorbance is 2.29%. It exceeds the full thin-sheet value by about 2.3% of the latter, because the field in the sheet is slightly weaker than the incident field.

The band model has an error of its own. Take a hopping energy of roughly 3 eV, which at the bond length of graphene corresponds to the larger velocity (the smaller velocity would mean about half that hopping energy and a lattice excess of about 3%). A photon of 0.8 eV then lies between $0.2\,t$ and $0.5\,t$ in the notation of part (d). The lattice values at those two energies exceed $\sigma_0$ by 0.45% and 2.9%. Even the smaller of these shifts the absorbance by about 0.01 percentage points. The third digit of the absorbance therefore belongs to the Dirac model and should not be read as a prediction for a real sheet.

## Computed values

```
PULSE TEST, conductivity in units of e^2/hbar
velocity 1 (model units), neutral: 0.24986
velocity 2 (model units), neutral: 0.24984
anisotropic cone vx/vy = 1.5, field on x: 0.37478
electron-doped, pulse below threshold: 3.8e-15
hole-doped, pulse below threshold: 2.3e-40
partly blocked, thermal, simulated: 0.06177
partly blocked, thermal, formula: 0.06181
LATTICE TEST, ratios lattice / Dirac formula
joint density of states at photon 0.2 t: 1.0035
mean squared velocity element at 0.2 t: 1.0012
conductivity at photon energy 0.2 t: 1.0045
conductivity at photon energy 0.5 t: 1.0289
conductivity at photon energy 1.0 t: 1.1321
WORKED EXAMPLE
photon energy: 0.8 eV
angular frequency: 1.2154e+15 rad/s
chosen velocity: 1.0e+06 m/s
  resonant wave number: 0.6077 nm^-1
  joint density: 0.2939 eV^-1 nm^-2
  mean squared velocity element: 5.0000e+11 m^2/s^2
  conductivity: 6.0853e-05 S
chosen velocity: 5.0e+05 m/s
  resonant wave number: 1.2154 nm^-1
  joint density: 1.1755 eV^-1 nm^-2
  mean squared velocity element: 1.2500e+11 m^2/s^2
  conductivity: 6.0853e-05 S
e^2/(4 hbar): 60.853 microsiemens
fine-structure constant: 0.0072974
pi*alpha: 2.2925 percent
full sheet absorbance: 2.2409 percent
thin-slab absorbance: 2.2409 percent
transmittance: 97.7463 percent
reflectance: 0.0128 percent
chemical potential: 0.3 eV, threshold 0.6 eV
temperature: 300 K, kT = 0.02585 eV
occupation factor at 0.4 eV: 0.0205
occupation factor at 0.6 eV: 0.5000
occupation factor at 0.8 eV: 0.9795
```
